\section*{Kerker Mixing for Jellium: Screening, Charge and Cell-Size Independence}

\section{Kerker mixing and the length of the cell}

Before a self-consistent calculation on a long metallic cell is started, one has to choose how much of the output density to feed back into the input. With one mixing fraction for all Fourier components, the largest stable fraction falls as the inverse square of the cell length, and the number of cycles grows accordingly. The alternative is to damp the long waves alone, by the Kerker factor
\begin{equation}
K(G)=\frac{G^2}{G^2+q_0^2}. \label{eq:K}
\end{equation}
For jellium this choice can be analysed completely in the linear regime. The factor inverts Thomas--Fermi screening, and it remains good enough for the Lindhard response that the convergence rate has a bound independent of cell size.

\subsection{How an error passes through one cycle}

The system is a spin-unpolarized electron gas at zero temperature on a uniform neutralizing background. The potential contains the Hartree term and, where stated, a weak external potential; correlation is left out, and local exchange is added only at the end. Atomic units are used in the algebra, and densities are expanded as $n(\mathbf r)=\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$.

One cycle turns an input density $n^{\rm in}$ into an output density $n^{\rm out}$. With the residual $R=n^{\rm out}-n^{\rm in}$, the next input is
\begin{equation}
n^{\rm in}_{\mathbf G}\;\to\; n^{\rm in}_{\mathbf G}+\alpha K(G)R_{\mathbf G}. \label{eq:mix}
\end{equation}
Plain mixing has $K=1$ for every $\mathbf G$.

Let $n^{\rm in}=n^*+e$, where $n^*$ is the self-consistent density and $e$ is a small error. For $\mathbf G\ne0$ the error changes the Hartree potential by $(4\pi/G^2)e_{\mathbf G}$. The electrons respond to a potential $V_{\mathbf G}$ with a density $\chi_0(G)V_{\mathbf G}$, which defines $\chi_0$. In a uniform gas different $\mathbf G$ do not couple at this order; a weak external potential corrects this only at higher order. Therefore $n^{\rm out}_{\mathbf G}=n^*_{\mathbf G}+\chi_0(4\pi/G^2)e_{\mathbf G}$, and subtracting the input gives
\begin{equation}
R_{\mathbf G}=-\varepsilon(G)\,e_{\mathbf G},\qquad
\varepsilon(G)=1-\frac{4\pi}{G^2}\chi_0(G). \label{eq:R}
\end{equation}
Inserting this in \eqref{eq:mix} gives
\begin{equation}
e_{\mathbf G}\to\left[1-\alpha K(G)\varepsilon(G)\right]e_{\mathbf G}. \label{eq:factor}
\end{equation}
Since $R_{\mathbf G}$ is a fixed multiple of $e_{\mathbf G}$, it is multiplied by the same factor. Convergence requires the bracket to have magnitude below one for every $\mathbf G\neq0$ in the cell. The ideal choice is $\alpha K=1/\varepsilon$, which removes the linear error in one step.

\subsection{Inversion of Thomas--Fermi screening}

In the Thomas--Fermi model the density follows the local potential,
\begin{equation}
n=\frac{[2(\mu-V)]^{3/2}}{3\pi^2}.
\end{equation}
Differentiation at $V=0$, where $2\mu=k_F^2$, gives
\begin{equation}
\chi_0^{\rm TF}=\frac{dn}{dV}
=-\frac{3}{2}\cdot2\cdot\frac{(2\mu)^{1/2}}{3\pi^2}
=-\frac{k_F}{\pi^2}.
\end{equation}
The minus sign says that electrons leave regions of raised potential. Equation \eqref{eq:R} then becomes
\begin{equation}
\varepsilon_{\rm TF}(G)=1+\frac{q_{\rm TF}^2}{G^2}
=\frac{G^2+q_{\rm TF}^2}{G^2},\qquad
q_{\rm TF}^2=\frac{4k_F}{\pi}. \label{eq:TF}
\end{equation}
With $q_0=q_{\rm TF}$, the Kerker factor \eqref{eq:K} is the reciprocal of \eqref{eq:TF} for every $G\neq0$. One step with $\alpha=1$ thus removes the linear Thomas--Fermi error. The model is nonlinear in $V$, so a second-order residual remains.

The physical content is the screening of charge sloshing. At small $G$ a slight misplacement of charge makes a large Hartree potential, and the output density overreacts by about $q_{\rm TF}^2/G^2$. The Kerker factor reduces the correction by the same amount.

\subsection{What happens to the charge}

The component $G=0$ needs separate treatment, because \eqref{eq:R} was derived for $G\neq0$. From \eqref{eq:K}, $K(0)=0$, so \eqref{eq:mix} leaves $n^{\rm in}_{0}$, and with it the number of electrons in the input, unchanged.

The same property can be seen in real space. Since $K=1-q_0^2/(G^2+q_0^2)$, Kerker mixing subtracts from $R$ its convolution with
\begin{equation}
w(r)=\frac{q_0^2e^{-q_0r}}{4\pi r}.
\end{equation}
To verify this, integrate over angles, which replaces $e^{-i\mathbf G\cdot\mathbf r}$ by $\sin(Gr)/(Gr)$:
\begin{align}
\int d^3r\,w(r)e^{-i\mathbf G\cdot\mathbf r}
&=\frac{q_0^2}{G}\int_0^\infty e^{-q_0r}\sin(Gr)\,dr \nonumber\\
&=\frac{q_0^2}{G}\,\frac{G}{G^2+q_0^2}
=\frac{q_0^2}{G^2+q_0^2}.
\end{align}
At $G\to0$ the integral is one. Each piece of residual charge is accompanied by an equal and opposite cloud with decay length $1/q_0$ and mean radius $\int_0^\infty r\,q_0^2re^{-q_0r}\,dr=2/q_0$, and the correction is neutral.

Conservation also means that a wrong starting charge is never repaired. If the output is normalized to $N$ electrons and the input is not, then $R_0=-e_0\ne0$ persists under Kerker mixing, whereas plain mixing multiplies $e_0$ by $1-\alpha$. The starting density must therefore be normalized. A convergence measure that omits $G=0$ does not reveal the fault.

\subsection{The Lindhard response}

Thomas--Fermi theory assumes a slowly varying potential. To test the factor at all $G$, we need the response of the actual plane-wave states. Apply $V(\mathbf r)=V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}+{\rm c.c.}$ With $\epsilon_{\mathbf k}=k^2/2$ and volume $\Omega$, first-order perturbation theory gives
\begin{equation}
\psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt\Omega}
\left[1+\frac{V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}}{\epsilon_{\mathbf k}-\epsilon_{\mathbf k+\mathbf G}}
+\frac{V_{\mathbf G}^*e^{-i\mathbf G\cdot\mathbf r}}{\epsilon_{\mathbf k}-\epsilon_{\mathbf k-\mathbf G}}\right].
\end{equation}
In $|\psi_{\mathbf k}|^2$ the coefficient of $e^{i\mathbf G\cdot\mathbf r}$ is $V_{\mathbf G}/\Omega$ times the sum of the two inverse denominators. Sum over occupied states and two spins, and relabel $\mathbf k\to\mathbf k+\mathbf G$ in the second term. With occupations $\theta_{\mathbf k}$,
\begin{equation}
\chi_0(G)=2\int\frac{d^3k}{(2\pi)^3}\,
\frac{\theta_{\mathbf k}-\theta_{\mathbf k+\mathbf G}}{\epsilon_{\mathbf k}-\epsilon_{\mathbf k+\mathbf G}}. \label{eq:chi}
\end{equation}
The integral over $\mathbf k$ assumes dense sampling of the Brillouin zone.

Let $k$ be the component along $\mathbf G$, and define $a=k^2/2$ and $b=(k+G)^2/2$. The perpendicular energy cancels in the denominator of \eqref{eq:chi}. The occupied perpendicular states fill a disc of squared radius $2(\mu-a)$, so
\begin{equation}
2\int\frac{d^2k_\perp}{(2\pi)^2}\theta_{\mathbf k}
=\frac{2\pi\cdot2(\mu-a)_+}{4\pi^2}=\frac{(\mu-a)_+}{\pi},
\end{equation}
where $(y)_+$ is $y$ for positive $y$ and zero otherwise. Hence
\begin{equation}
\chi_0(G)=\frac1{2\pi^2}\int dk\,
\frac{(\mu-a)_+-(\mu-b)_+}{a-b}. \label{eq:one}
\end{equation}

Set $k=p-G/2$. Then $a-b=-pG$, and $p\to-p$ exchanges $a$ and $b$ without changing the quotient. First take $G<2k_F$. For $|p|<k_F-G/2$ both terms in the numerator are positive and the quotient is $(b-a)/(a-b)=-1$; this region contributes $-(2k_F-G)$. For $k_F-G/2<p<k_F+G/2$ only the first term survives. With $A=k_F^2-G^2/4$,
\begin{equation}
\mu-a=\tfrac12\left[k_F^2-(p-G/2)^2\right]=\tfrac12(A+pG-p^2).
\end{equation}
The mirror region doubles the contribution, which becomes
\begin{align}
&-\frac1G\int_{k_F-G/2}^{k_F+G/2}\left(\frac Ap+G-p\right)dp \nonumber\\
&\qquad=-\frac AG\ln\frac{k_F+G/2}{k_F-G/2}-G+k_F.
\end{align}
Here the interval has length $G$, and half the difference of the squared limits is $k_FG$. Adding $-(2k_F-G)$ gives $-k_F-(A/G)\ln[\cdots]$ for the integral in \eqref{eq:one}.

For $G>2k_F$ no $p$ has both terms positive. The first term contributes for $G/2-k_F<p<G/2+k_F$, an interval of length $2k_F$ with half the difference of squared limits again $k_FG$. The second term contributes equally in the mirror interval, so the integral is
\begin{equation}
-\frac1G\left[A\ln\frac{G/2+k_F}{G/2-k_F}+2k_FG-k_FG\right],
\end{equation}
which is the same expression with the absolute value in the logarithm. Using $x=G/(2k_F)$ and $A=k_F^2(1-x^2)$, we obtain
\begin{align}
\chi_0(G)&=-\frac{k_F}{\pi^2}f(x), \label{eq:lindhard}\\
f(x)&=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|. \label{eq:f}
\end{align}
Compared with Thomas--Fermi theory, the response is multiplied by $f$.

\subsection{A bound without the cell length}

Set $q_0=q_{\rm TF}$ and define
\begin{equation}
s=\frac{q_{\rm TF}^2}{4k_F^2}=\frac1{\pi k_F}.
\end{equation}
Equations \eqref{eq:R} and \eqref{eq:lindhard} give $\varepsilon=1+sf/x^2$, while $K=x^2/(x^2+s)$. Their product is
\begin{equation}
\lambda=K\varepsilon=\frac{x^2+sf(x)}{x^2+s},\qquad
1-\lambda=\frac{s[1-f(x)]}{x^2+s}. \label{eq:lambda}
\end{equation}
For $\alpha=1$, $1-\lambda$ is the factor in \eqref{eq:factor}. It remains to bound $f$.

For $x<1$, insert $\ln[(1+x)/(1-x)]=2\sum_{n\ge0}x^{2n+1}/(2n+1)$ in \eqref{eq:f} and collect equal powers:
\begin{align}
f(x)&=1+\frac12\sum_{n\ge1}x^{2n}
\left(\frac1{2n+1}-\frac1{2n-1}\right) \nonumber\\
&=1-\sum_{n\ge1}\frac{x^{2n}}{4n^2-1}. \label{eq:series}
\end{align}
The coefficients are positive, and their sum telescopes to $1/2$. Since $x^{2n}\le x^2$, it follows that $0\le1-f\le x^2/2$ for $x\le1$, with $f(1)=1/2$ as a limit.

Replacing $x$ by $1/x$ in \eqref{eq:f} changes the sign of its second term, so $f(x)+f(1/x)=1$. For $x\ge1$ this gives $f(x)=\sum_{n\ge1}x^{-2n}/(4n^2-1)$, which lies between zero and $1/2$. In the two ranges, \eqref{eq:lambda} yields
\begin{align}
x\le1:&\quad 0\le1-\lambda\le\frac{s}{2}\frac{x^2}{x^2+s}
\le\frac{s}{2(1+s)},\\
x>1:&\quad 0<1-\lambda<\frac{s}{x^2+s}<\frac{s}{1+s}.
\end{align}
Together,
\begin{equation}
0\le1-\lambda<\frac{s}{1+s}\qquad\text{for all }G\neq0. \label{eq:bound}
\end{equation}
The bound depends on the density through $s$, but not on the cell. A longer cell samples $G$ more densely, and every new wave vector obeys the same bound; those nearest $G=0$ lie where $f\to1$ and the Kerker factor approaches $1/\varepsilon$. At large $G$ there is little screening to undo, and $\lambda\to1$ again. The imperfect region lies between these limits.

By Parseval's theorem the norm of the $G\neq0$ residual shrinks at least as fast as its slowest component. To reduce it by a factor $\tau$, it therefore suffices in the linear regime to take
\begin{equation}
m\ge\frac{\ln(1/\tau)}{\ln[(1+s)/s]} \label{eq:count}
\end{equation}
steps. At low density $s$ becomes large and this guarantee weakens.

For plain mixing, the factor is $1-\alpha\varepsilon$. The series show that $f$ decreases with $x$, so $\varepsilon$ is largest at $G_{\min}=2\pi/L$, where $L$ is the longest edge of a cell with orthogonal edges. Stability requires
\begin{equation}
\alpha<\frac{2}{\varepsilon(G_{\min})},\qquad
\varepsilon(G_{\min})\simeq\frac{q_{\rm TF}^2L^2}{4\pi^2}
\quad(L\to\infty). \label{eq:plain}
\end{equation}
Components with $\varepsilon\approx1$ then lose only a fraction $\alpha\propto L^{-2}$ per step, and the number of steps grows as $L^2$.

\subsection{A sheet potential in jellium}

Take $r_s=2.0$ \AA, for which $k_F=0.5078$ in atomic units. Equation \eqref{eq:TF} gives $q_{\rm TF}=\sqrt{4(0.5078)/\pi}=0.804$ bohr$^{-1}$, or 1.52 \AA$^{-1}$; the screening length is 0.66 \AA. The parameter $s$ is 0.627, so the bound \eqref{eq:bound} is $0.627/1.627=0.385$. For $\tau=10^{-6}$, \eqref{eq:count} gives $13.82/0.954=14.5$, hence 15 steps suffice.

At $x=1$, where $f=1/2$, the pieces are
\begin{align}
\varepsilon&=1+0.627\times0.5=1.313, \nonumber\\
K&=1/1.627=0.615,\qquad \lambda=0.807.
\end{align}
The smallest $\lambda$ is 0.779, near $x=1.13$. The largest reduction factor is thus 0.221, well inside the bound. A residual made of this wave alone would need 10 steps, since $13.82/|\ln0.221|=9.2$.

Now apply a weak Gaussian potential sheet, of the form $V_0e^{-z^2/2\sigma^2}$ with $V_0=0.01$ eV and $\sigma=1$ \AA, repeated with period $L$, and start from the uniform density. The numerical check solves the nonlinear Hartree problem by diagonalization, without using \eqref{eq:f}. Kerker mixing uses $\alpha=1$; plain mixing uses $\alpha=1.5/\varepsilon(G_{\min})$. The steps needed to reduce the residual by $10^6$ are:
\begin{center}
\begin{tabular}{rrrr}
$L$ (\AA) & $\varepsilon(G_{\min})$ & Kerker & plain\\
10 & 6.6 & 7 & 34\\
20 & 24.2 & 7 & 138\\
40 & 94.4 & 7 & 549\\
80 & 375 & 7 & 2192
\end{tabular}
\end{center}
The last plain entry is predicted from \eqref{eq:factor} with the Lindhard function; the others are counts from self-consistent cycles, and the same prediction reproduces each of them. Doubling $L$ from 20 to 40 \AA\ multiplies the plain count by $549/138=4.0$. Kerker mixing needs fewer than 10 steps because only a small part of the residual lies near the slowest wave at $x=1.13$. Most of it lies at smaller $G$, where the factor $1-\lambda$ is smaller. The width of the sheet shifts the count only moderately. In the 20 \AA\ cell the range $0.9<x<1.4$ holds less than 1\% of the squared initial residual for $\sigma=1$ \AA\ and about 9\% for $\sigma=0.2$ \AA; the narrower sheet takes 8 steps, while a broader one with $\sigma=2$ \AA\ takes 5.

A run started with 1\% too many electrons in the 10 \AA\ cell shows the limit of charge conservation. The $G=0$ component does not enter the Hartree potential, so the residual measured without $G=0$ evolves as in the tabulated run and Kerker mixing reaches the target, while the input still holds 1.01 times the correct charge. Plain mixing brings this ratio to 1.000002.

\subsection{Other parameters and other systems}

The screening parameter need not be precisely $q_{\rm TF}$. For general $q_0$, let $s_0=q_0^2/(4k_F^2)$; then $\lambda=(x^2+sf)/(x^2+s_0)$. If $q_0>q_{\rm TF}$, then $\lambda<1$. For $x\le1$, $f\ge1/2$ gives $\lambda\ge s/[2(1+s_0)]$; for $x>1$, $\lambda>1/(1+s_0)$. Both lower bounds are independent of $L$. The price is slower decay of long waves, for which $\lambda\to q_{\rm TF}^2/q_0^2$. With $q_0=1.5q_{\rm TF}$ this limit is 0.44, and the example takes 23 steps at both 20 and 80 \AA. If instead $q_0<q_{\rm TF}/\sqrt2$, the limit exceeds 2, and $\alpha=1$ diverges in a sufficiently long cell.

Local exchange modifies the interaction. Its potential is $v_x=-(3n/\pi)^{1/3}$, so $dv_x/dn=v_x/(3n)$. With $n=k_F^3/(3\pi^2)$, $v_x=-k_F/\pi$ and $dv_x/dn=-\pi/k_F^2$. Adding this to $4\pi/G^2$ in \eqref{eq:R} gives
\begin{equation}
\lambda_x=\frac{x^2+sf(x)(1-x^2)}{x^2+s}.
\end{equation}
This still contains no $L$ and tends to one at both ends. In the example its smallest value is 0.6135. The corresponding factor, 0.3865, slightly exceeds the Hartree bound of 0.3853, which does not apply here. The count rises to 13, again the same at 20 and 80 \AA.

The argument does depend on metallic screening. In an insulator with a finite gap, the matrix elements of $e^{i\mathbf G\cdot\mathbf r}$ between occupied and empty states vanish as $G$, by orthogonality, so $\chi_0\propto-G^2$. Ignoring the coupling between different $\mathbf G$, $\varepsilon$ then stays finite as $G\to0$ and $K\varepsilon\propto G^2$. Kerker mixing now suppresses corrections that needed no suppression, and its slowest component takes a number of steps proportional to $L^2$. A metal slab with vacuum couples different $\mathbf G$ strongly and is not covered by the jellium bound; nor is a metal sampled too coarsely in $\mathbf k$ for \eqref{eq:chi} to describe its response.

\section*{Numbers as computed}
\begin{verbatim}
rs = 2.0 angstrom; density = 0.02984 1/angstrom^3
kF = 0.9596 1/angstrom; Fermi energy = 3.5082 eV
qTF = 1.5195 1/angstrom; 1/qTF = 0.6581 angstrom
same in atomic units: kF = 0.5078, qTF = 0.8041 1/bohr
sheet height = 0.01 eV, Gaussian width = 1.0 angstrom
residual reduction asked for = 1e-06
s = 0.6269; bound s/(1+s) = 0.3853
step count allowed by the bound = 15
smallest K*eps = 0.7790 at x = 1.132, G = 2.172 1/angstrom
largest reduction factor 1-K*eps = 0.2210
with exchange: K*eps from 0.6135 to 1.0000
x, G (1/angstrom), f, eps, K, K*eps:
  0.1 0.1919 0.9967 63.4763 0.0157 0.9967
  0.5 0.9596 0.9120 3.2867 0.2851 0.9371
  1.0 1.9192 0.5000 1.3134 0.6147 0.8073
  1.2 2.3030 0.2802 1.1220 0.6967 0.7817
  2.0 3.8383 0.0880 1.0138 0.8645 0.8764
TF residual left after one step, 0.10 eV sheet = 2.90e-03
TF residual left after one step, 0.05 eV sheet = 1.45e-03
integral of real-space kernel = 1.00000000
largest relative deviation from Lindhard = 1.7e-05
L = 10 angstrom: Gmin = 0.6283 1/angstrom, eps(Gmin) = 6.63, plain alpha = 0.22609
  Kerker steps: SCF 7, Lindhard 7; plain steps: SCF 34, Lindhard 34
L = 20 angstrom: Gmin = 0.3142 1/angstrom, eps(Gmin) = 24.18, plain alpha = 0.06203
  Kerker steps: SCF 7, Lindhard 7; plain steps: SCF 138, Lindhard 138
L = 40 angstrom: Gmin = 0.1571 1/angstrom, eps(Gmin) = 94.36, plain alpha = 0.01590
  Kerker steps: SCF 7, Lindhard 7; plain steps: SCF 549, Lindhard 549
L = 80 angstrom: Gmin = 0.0785 1/angstrom, eps(Gmin) = 375.08, plain alpha = 0.00400
  Kerker steps: SCF 7, Lindhard 7; plain steps: SCF not run, Lindhard 2192
plain stability limit for alpha at L = 20 angstrom = 0.0827
relative residual after 20 steps at 1.1 limit = 25.13
relative residual after 20 steps at 0.9 limit = 0.017
input charge/N from 1.01: Kerker 1.010000, plain 1.000002
q0 = 1.5 qTF, L = 20 angstrom: SCF 23 steps, Lindhard 23
q0 = 1.5 qTF, L = 80 angstrom: SCF 23 steps, Lindhard 23
with local exchange, L = 20 angstrom: SCF 13 steps, Lindhard 13
with local exchange, L = 80 angstrom: SCF 13 steps, Lindhard 13
\end{verbatim}
